# Static Lindhard polarizability of a two-dimensional electron gas and its plateau: verification in Python

```python
"""Static polarizability of a two-dimensional electron gas at zero temperature.

Result under test, for the band energy k^2/(2 mass) and degeneracy deg:
    P(q) = N0                               for 0 < q <= 2 kf
    P(q) = N0 * (1 - sqrt(1 - (2 kf/q)^2))  for q > 2 kf
with N0 = deg*mass/(2 pi), kf the Fermi wavevector and q the wavevector of a
weak static potential V cos(q x), which induces the density -P(q) V cos(q x).
Hartree atomic units; temperatures are energies unless marked in kelvin.
beta: quartic band correction, energy = k^2/(2 mass) * (1 + beta k^2/kf^2).
kappa: dielectric constant of the surroundings.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit

NODES, WEIGHTS = np.polynomial.legendre.leggauss(160)
INNER_NODES, INNER_WEIGHTS = np.polynomial.legendre.leggauss(40)


def derived_polarizability(q, kf, mass, deg):
    root = np.sqrt(max(0.0, 1 - (2 * kf / q) ** 2))
    return deg * mass / (2 * np.pi) * (1 - root)


def lune_polarizability(q, kf, mass, deg, beta=0.0, dim=2):
    """Definition: integrate 1/(energy difference) over filled-empty pairs.

    u is the pair midpoint along q, y the momentum transverse to q."""
    def energy(k2):
        return k2 / (2 * mass) * (1 + beta * k2 / kf**2)

    edges = [abs(kf - q / 2), kf + q / 2]
    if q < 2 * kf * (1 - 1e-9):
        edges = [0.0] + edges
    total = 0.0
    for low, high in zip(edges[:-1], edges[1:]):
        phi = (NODES + 1) * np.pi / 4
        u = low + (high - low) * np.sin(phi) ** 2
        du = (high - low) * np.sin(2 * phi) * WEIGHTS * np.pi / 4
        y_high = np.sqrt(np.maximum(kf**2 - (u - q / 2) ** 2, 0))
        y_low = np.sqrt(np.maximum(kf**2 - (u + q / 2) ** 2, 0))
        span = (y_high - y_low)[:, None]
        y = y_low[:, None] + span * (INNER_NODES + 1) / 2
        dy = span * INNER_WEIGHTS / 2
        gap = (energy((u[:, None] + q / 2) ** 2 + y**2)
               - energy((u[:, None] - q / 2) ** 2 + y**2))
        measure = 2.0 if dim == 2 else 2 * np.pi * y
        total += np.sum(du[:, None] * dy * measure / gap)
    return 2 * deg * total / (2 * np.pi) ** dim


def band_response(q, kf, mass, deg, strength, points=4000):
    """Diagonalize electrons in strength*cos(q x); return -density/potential."""
    reach = int(np.ceil(3 * kf / q)) + 3
    j = np.arange(-reach, reach + 1)
    kx = (np.arange(points) + 0.5) * q / (2 * points)
    ham = np.zeros((points, j.size, j.size))
    diag = np.arange(j.size)
    ham[:, diag, diag] = (kx[:, None] + j * q) ** 2 / (2 * mass)
    ham[:, diag[:-1], diag[1:]] = strength / 2
    ham[:, diag[1:], diag[:-1]] = strength / 2
    levels, states = np.linalg.eigh(ham)
    mu = kf**2 / (2 * mass)
    ky = np.sqrt(np.maximum(2 * mass * (mu - levels), 0))
    wave = 2 * np.sum(states[:, :-1, :] * states[:, 1:, :], axis=1)
    zone_weight = 2 * (q / (2 * points)) / (2 * np.pi)
    amplitude = deg * zone_weight * np.sum(2 * ky / (2 * np.pi) * wave)
    return -amplitude / strength


def chemical_potential(kf, mass, temp):
    return temp * np.log(np.expm1(kf**2 / (2 * mass) / temp))


def thermal_polarizability(q, kf, mass, deg, temp):
    """One-dimensional energy integral, with E = (q^2/8 mass)(1 - s^2)."""
    mu = chemical_potential(kf, mass, temp)
    e_q = q**2 / (8 * mass)
    s = (NODES + 1) / 2
    f = expit((mu - e_q * (1 - s**2)) / temp)
    lost = 2 * e_q * np.sum(WEIGHTS / 2 * s**2 * f * (1 - f) / temp)
    return deg * mass / (2 * np.pi) * (expit(mu / temp) - lost)


def thermal_sum(q, kf, mass, deg, temp):
    """Definition at finite temperature by a plain momentum-grid sum."""
    step = 0.03 * kf
    axis = (np.arange(-234, 234) + 0.5) * step
    px, py = np.meshgrid(axis, axis, indexing="ij")
    mu = chemical_potential(kf, mass, temp)
    e_a = ((px - q / 2) ** 2 + py**2) / (2 * mass)
    e_b = ((px + q / 2) ** 2 + py**2) / (2 * mass)
    f_a, f_b = expit((mu - e_a) / temp), expit((mu - e_b) / temp)
    cell = deg * step**2 / (2 * np.pi) ** 2
    return cell * np.sum((f_a - f_b) / (e_b - e_a)), cell * np.sum(f_a)


def ray_in_lune(q, kf, theta):
    """Find by root search where a ray from the midpoint origin is in the lune."""
    def filled_edge(p):
        return np.hypot(p * np.cos(theta) - q / 2, p * np.sin(theta)) - kf

    def empty_edge(p):
        return np.hypot(p * np.cos(theta) + q / 2, p * np.sin(theta)) - kf

    far = 2 * (q + kf)
    if q < 2 * kf:
        return (brentq(empty_edge, 0, far, xtol=1e-14),
                brentq(filled_edge, 0, far, xtol=1e-14))
    middle = q * np.cos(theta) / 2
    return (brentq(filled_edge, 0, middle, xtol=1e-14),
            brentq(filled_edge, middle, far, xtol=1e-14))


# ---- tests with deliberately non-unit parameters ----
kf, mass, deg = 1.2, 0.7, 4
n0 = deg * mass / (2 * np.pi)
ef = kf**2 / (2 * mass)

# the closed form against the defining integral, below, at and above 2 kf
for x in (0.05, 0.3, 0.6, 0.95, 1.0, 1.05, 1.5, 3.0):
    q = 2 * kf * x
    direct = lune_polarizability(q, kf, mass, deg)
    assert abs(direct - derived_polarizability(q, kf, mass, deg)) < 1e-8 * n0

# the definition itself against the density of electrons in a real potential
band_ratios = []
for x in (0.7, 1.3, 3.0):
    response = band_response(x * kf, kf, mass, deg, 0.002 * ef)
    expected = derived_polarizability(x * kf, kf, mass, deg)
    assert abs(response / expected - 1) < 2e-3
    band_ratios.append((x, response / n0, expected / n0))

# ray lengths inside the lune
for theta in (0.0, 0.4, 1.1, -1.4):
    for x in (0.4, 1.0, 1.8):
        start, end = ray_in_lune(x * kf, kf, theta)
        assert abs(end - start - x * kf * np.cos(theta)) < 1e-10
        centre = np.sqrt(kf**2 - (x * kf * np.sin(theta) / 2) ** 2)
        assert abs((start + end) / 2 - centre) < 1e-10
for theta in (0.0, 0.3, -0.6):
    start, end = ray_in_lune(3 * kf, kf, theta)
    chord = np.sqrt(4 * kf**2 - (3 * kf * np.sin(theta)) ** 2)
    assert abs(end - start - chord) < 1e-10

# angular integral above 2 kf, with s = b sin(t)
for b in (0.2, 0.6, 0.95):
    value = quad(lambda t: (b * np.cos(t)) ** 2 / (1 - (b * np.sin(t)) ** 2),
                 -np.pi / 2, np.pi / 2)[0]
    assert abs(value - np.pi * (1 - np.sqrt(1 - b**2))) < 1e-8

# independence of density at fixed q, square-root drop, large-q limit
pair = [lune_polarizability(1.0, k, mass, deg) for k in (0.6, 1.7)]
assert abs(pair[0] - pair[1]) < 1e-8 * n0
delta = 1e-4
drop = 1 - lune_polarizability(2 * kf * (1 + delta), kf, mass, deg) / n0
assert abs(drop / np.sqrt(2 * delta) - 1) < 1e-3
density = deg * kf**2 / (4 * np.pi)
q = 40 * kf
tail = lune_polarizability(q, kf, mass, deg) * q**2 / (4 * mass * density)
assert abs(tail - 1) < 1e-3

# three dimensions: not constant, and equal to the known logarithmic form
n3 = deg * mass * kf / (2 * np.pi**2)
ratios_3d = {}
for x in (0.25, 0.5, 0.9):
    ratios_3d[x] = lune_polarizability(2 * kf * x, kf, mass, deg, dim=3) / n3
    log_form = 0.5 + (1 - x**2) / (4 * x) * np.log((1 + x) / (1 - x))
    assert abs(ratios_3d[x] - log_form) < 1e-7

# non-parabolic band: first-order law
small = 1e-4
for x in (0.2, 1.0, 1.9):
    ratio = lune_polarizability(x * kf, kf, mass, deg, beta=small) / n0
    assert abs(ratio - (1 - small * (2 + x**2 / 3))) < 1e-6

# finite temperature: energy integral against momentum sum; fixed density
for t in (0.1, 0.5):
    for x in (0.02, 1.0, 2.0, 2.6):
        direct, count = thermal_sum(x * kf, kf, mass, deg, t * ef)
        formula = thermal_polarizability(x * kf, kf, mass, deg, t * ef)
        assert abs(direct - formula) < 1e-7 * n0
        assert abs(count / density - 1) < 1e-8
    long_wave = thermal_sum(0.002 * kf, kf, mass, deg, t * ef)[0] / n0
    assert abs(long_wave - (1 - np.exp(-1 / t))) < 1e-5

# planar Fourier transform of 1/r is 2 pi/q
q = 0.7
transform = 2 * mp.pi * mp.quadosc(lambda r: mp.besselj(0, q * r),
                                   [0, mp.inf], omega=q)
assert abs(float(transform) - 2 * np.pi / q) < 1e-6

# ---- worked example: model channel ----
bohr_cm = const.physical_constants["Bohr radius"][0] * 100
hartree_ev = const.physical_constants["Hartree energy in eV"][0]
kelvin = const.k / const.physical_constants["Hartree energy"][0]
mass, deg, kappa, n_cm = 0.5, 4, 5.0, 1e13
n = n_cm * bohr_cm**2
kf = np.sqrt(4 * np.pi * n / deg)
ef = kf**2 / (2 * mass)
n0 = deg * mass / (2 * np.pi)
q_tf = deg * mass / kappa


def dielectric(q, fermi):
    return 1 + 2 * np.pi / (kappa * q) * lune_polarizability(q, fermi, mass, deg)


assert abs(dielectric(kf, kf) - (1 + q_tf / kf)) < 1e-6

print(f"mass = {mass} m_e, degeneracy = {deg}, kappa = {kappa}")
print(f"density = {n_cm:.1e} cm^-2 = {n:.5e} bohr^-2")
print(f"kF = {kf:.6f} bohr^-1 = {kf / bohr_cm * 1e-7:.4f} nm^-1")
print(f"2kF = {2 * kf:.6f} bohr^-1")
print(f"EF = {ef:.5e} hartree = {ef * hartree_ev * 1000:.3f} meV")
print(f"N0 = {n0:.6f} hartree^-1 bohr^-2")
print(f"N0 = {n0 / hartree_ev / bohr_cm**2:.4e} eV^-1 cm^-2")
print(f"q_TF = {q_tf:.4f} bohr^-1, q_TF/2kF = {q_tf / (2 * kf):.3f}")
print("Rays at q = kF: angle (deg), start/kF, end/kF, length/kF")
for angle in (0, 30, 60):
    start, end = ray_in_lune(kf, kf, np.radians(angle))
    print(f"  {angle:2d}  {start / kf:.5f}  {end / kf:.5f}  {(end - start) / kf:.5f}")
print("q/2kF, P/N0 from defining integral, P/N0 from closed form")
for x in (0.25, 0.5, 0.75, 1.0, 1.01, 1.1, 1.25, 1.5, 2.0):
    q = 2 * kf * x
    a = lune_polarizability(q, kf, mass, deg) / n0
    b = derived_polarizability(q, kf, mass, deg) / n0
    print(f"  {x:.2f}  {a:.8f}  {b:.8f}")
print("Weak cosine potential, amplitude 0.002 EF (test parameters):")
print("q/kF, P/N0 from diagonalization, P/N0 from closed form")
for x, a, b in band_ratios:
    print(f"  {x:.1f}  {a:.6f}  {b:.6f}")
print("Three dimensions: q/2kF, P/P(q->0)")
for x, value in ratios_3d.items():
    print(f"  {x:.2f}  {value:.5f}")
print("Non-parabolic band, beta = 0.1: q/kF, P/N0")
for x in (0.1, 1.0, 2.0):
    value = lune_polarizability(x * kf, kf, mass, deg, beta=0.1) / n0
    print(f"  {x:.1f}  {value:.5f}")
print("RPA dielectric function at density n and at 2n: q/kF(n), eps, eps")
for x in (0.5, 1.0, 2.0, 2.5, 4.0):
    a, b = dielectric(x * kf, kf), dielectric(x * kf, np.sqrt(2) * kf)
    print(f"  {x:.1f}  {a:.4f}  {b:.4f}")
for label in (30, 300):
    print(f"EF/(kB T) at {label} K = {ef / (label * kelvin):.4f}")
print("Finite temperature: q/2kF, P/N0 at 30 K, P/N0 at 300 K")
for x in (0.01, 0.5, 1.0, 1.5):
    a, b = (thermal_polarizability(2 * kf * x, kf, mass, deg, t * kelvin) / n0
            for t in (30, 300))
    print(f"  {x:.2f}  {a:.5f}  {b:.5f}")
print("all tests passed")
```

Printed output:

```
mass = 0.5 m_e, degeneracy = 4, kappa = 5.0
density = 1.0e+13 cm^-2 = 2.80029e-04 bohr^-2
kF = 0.029660 bohr^-1 = 0.5605 nm^-1
2kF = 0.059321 bohr^-1
EF = 8.79736e-04 hartree = 23.939 meV
N0 = 0.318310 hartree^-1 bohr^-2
N0 = 4.1773e+14 eV^-1 cm^-2
q_TF = 0.4000 bohr^-1, q_TF/2kF = 6.743
Rays at q = kF: angle (deg), start/kF, end/kF, length/kF
   0  0.50000  1.50000  1.00000
  30  0.53523  1.40126  0.86603
  60  0.65139  1.15139  0.50000
q/2kF, P/N0 from defining integral, P/N0 from closed form
  0.25  1.00000000  1.00000000
  0.50  1.00000000  1.00000000
  0.75  1.00000000  1.00000000
  1.00  1.00000000  1.00000000
  1.01  0.85962924  0.85962924
  1.10  0.58340221  0.58340221
  1.25  0.40000000  0.40000000
  1.50  0.25464401  0.25464401
  2.00  0.13397460  0.13397460
Weak cosine potential, amplitude 0.002 EF (test parameters):
q/kF, P/N0 from diagonalization, P/N0 from closed form
  0.7  1.000000  1.000000
  1.3  0.999999  1.000000
  3.0  0.254644  0.254644
Three dimensions: q/2kF, P/P(q->0)
  0.25  0.97890
  0.50  0.91198
  0.90  0.65540
Non-parabolic band, beta = 0.1: q/kF, P/N0
  0.1  0.83314
  1.0  0.81430
  2.0  0.76087
RPA dielectric function at density n and at 2n: q/kF(n), eps, eps
  0.5  27.9720  27.9720
  1.0  14.4860  14.4860
  2.0  7.7430  7.7430
  2.5  3.1578  6.3944
  4.0  1.4517  1.9875
EF/(kB T) at 30 K = 9.2600
EF/(kB T) at 300 K = 0.9260
Finite temperature: q/2kF, P/N0 at 30 K, P/N0 at 300 K
  0.01  0.99990  0.60385
  0.50  0.99946  0.56634
  1.00  0.82383  0.45186
  1.50  0.25702  0.29012
all tests passed
```
